# Subband Energies of a Hard-Wall Film with a Nonparabolic Conduction Band, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the bulk band to the allowed momenta

### 1.1 The question

An electron in a thin III-V channel is free to move along the film and confined across it. Its band-edge mass is small, so confinement costs a large energy, which in a film a few nanometres thick can become comparable with the band gap. The parabola $k^2/(2m)$ describes the bulk conduction band near its minimum. At such energies the band has bent away from this parabola, and its effective mass depends on energy.

The textbook energy of a particle between hard walls contains one constant mass. If the mass depends on energy, it seems that the level must be known before the mass can be chosen, and the mass before the level can be found. The circle is broken by finding the allowed momenta first. For a suitably defined hard wall they depend on the film width alone, and the bulk dispersion then turns each momentum into an energy.

Hartree atomic units are used: $\hbar$, the free-electron mass and the elementary charge are one. The film occupies $0<z<L$ and is unbounded in the $x$ and $y$ directions. The conduction-band edge inside it is the zero of energy, and the valence-band edge lies at $-E_g$, with $E_g>0$.

### 1.2 The two-band equations

Nonparabolicity comes here from the coupling between the conduction and valence bands. The simplest isotropic model that contains it has two slowly varying envelopes: $c$ for the conduction band and $v$ for the valence band. Each has two spin components. With $\mathbf p=-i\nabla$ and the Pauli matrices $\boldsymbol\sigma$, the stationary equations are

$$P\,(\boldsymbol\sigma\cdot\mathbf p)\,v=E\,c, \tag{1}$$

$$P\,(\boldsymbol\sigma\cdot\mathbf p)\,c=(E+E_g)\,v. \tag{2}$$

The real constant $P>0$ measures the interband coupling and has the dimension of a velocity. Equation (2) is the valence row of the Hamiltonian, $P(\boldsymbol\sigma\cdot\mathbf p)c-E_gv=Ev$, with the gap term moved to the right.

The model leaves out the bare kinetic energy $p^2/2$, all other bands, strain and any electrostatic potential inside the film. The size of the first omission is examined in Section 2.7.

For a conduction level $E>0$, the factor $E+E_g$ is positive, and (2) gives

$$v=\frac{P\,(\boldsymbol\sigma\cdot\mathbf p)\,c}{E+E_g}. \tag{3}$$

The gap is uniform inside the film, so the denominator is a constant there and commutes with $\mathbf p$. Inserting (3) into (1) gives

$$\frac{P^2(\boldsymbol\sigma\cdot\mathbf p)^2c}{E+E_g}=E\,c. \tag{4}$$

The square follows from $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$:

$$(\boldsymbol\sigma\cdot\mathbf p)^2=\sum_{ij}\sigma_i\sigma_jp_ip_j
=p^2+i\sum_{ijk}\epsilon_{ijk}\sigma_kp_ip_j=p^2. \tag{5}$$

The last sum vanishes because $\epsilon_{ijk}$ changes sign when $i$ and $j$ are exchanged, while $p_ip_j$ does not. Multiplying (4) by $E+E_g$ therefore gives

$$P^2p^2c=E(E+E_g)\,c. \tag{6}$$

This is an ordinary second-order wave equation for the conduction envelope. The energy appears quadratically because the valence envelope has been eliminated without approximation.

### 1.3 Bulk dispersion and band-edge mass

In the bulk, a plane wave of wavevector $\mathbf k$ turns $p^2$ into $k^2$, so that

$$P^2k^2=E(E+E_g). \tag{7}$$

For small $k$ the conduction energy is much smaller than $E_g$. The second factor is then approximately $E_g$, and $E\simeq P^2k^2/E_g$. Setting this equal to $k^2/(2m)$ defines the band-edge mass:

$$m=\frac{E_g}{2P^2},\qquad \frac{P^2}{E_g}=\frac{1}{2m}. \tag{8}$$

Now divide (7) by $E_g$ and define $\alpha=1/E_g$. The result is

$$E(1+\alpha E)=\frac{k^2}{2m}. \tag{9}$$

Small $k$ was used to identify $m$, but (9) holds at every $k$ within the two-band model. The parameter $\alpha$ is an inverse energy, and $\alpha E$ compares the electron's energy with the gap.

### 1.4 What a hard wall means for two envelopes

For a one-component particle, a hard wall sets the wavefunction to zero. Here there are two envelopes, and requiring both to vanish would be too much. At fixed in-plane momentum, (1) and (2) are first-order equations that determine $dc/dz$ and $dv/dz$ from $c$ and $v$. If both envelopes vanished at $z=0$, they would vanish throughout the film.

An acceptable wall must make the Hamiltonian $H$ self-adjoint, so that energies are real and probability is conserved. Take two states $\Phi=(\phi_c,\phi_v)$ and $\Psi=(\psi_c,\psi_v)$ with the same in-plane momentum. The in-plane parts of $\mathbf p$ and the gap term cancel in the difference $\langle\Phi|H\Psi\rangle-\langle H\Phi|\Psi\rangle$. The normal part, $-i\sigma_z\,d/dz$, contributes for one pair of envelopes

$$\phi_c^\dagger(-i\sigma_z\psi_v')-(-i\sigma_z\phi_c')^\dagger\psi_v
=-i\frac{d}{dz}\left(\phi_c^\dagger\sigma_z\psi_v\right), \tag{10}$$

where a prime denotes $d/dz$. The sign in the second term arises because Hermitian conjugation changes $-i$ to $+i$. The other pair is obtained by exchanging the labels $c$ and $v$. Integration over the film leaves

$$\langle\Phi|H\Psi\rangle-\langle H\Phi|\Psi\rangle
=-iP\left[\phi_c^\dagger\sigma_z\psi_v+\phi_v^\dagger\sigma_z\psi_c\right]_0^L. \tag{11}$$

The wall condition adopted here is

$$c(0)=c(L)=0,\qquad v\ \text{free at both walls}. \tag{12}$$

Both terms in (11) then vanish. Conversely, suppose that $\Psi$ satisfies (12) and ask which $\Phi$ make (11) vanish for every such $\Psi$. Since $\psi_v$ is arbitrary at each wall, $\phi_c$ must vanish there, while $\phi_v$ remains free. The adjoint Hamiltonian thus has the same boundary conditions as the original one, which is the requirement of self-adjointness.

Setting $\Phi=\Psi$ also identifies the normal probability current,

$$j_z=P\left(c^\dagger\sigma_zv+v^\dagger\sigma_zc\right)
=2P\,\mathrm{Re}\left(c^\dagger\sigma_zv\right). \tag{13}$$

It vanishes at a wall where $c=0$, even if the valence envelope is large there.

### 1.5 Which barrier produces this wall

Self-adjointness permits other walls too, so (12) needs a physical origin. Consider a barrier with conduction edge $E_c^b$ and valence edge $E_v^b$, the same coupling $P$, and a film level satisfying $E_v^b<E<E_c^b$. At zero in-plane momentum the two spin directions separate. For spin up, write $v=-iu$. With general band edges $E_c$ and $E_v$, the two envelope equations become

$$-P\,u'=(E-E_c)\,c,\qquad P\,c'=(E-E_v)\,u. \tag{14}$$

The first minus sign is the product $(-i)(-i)=-1$. In the second equation a common factor $-i$ has been cancelled. For spin down, $\sigma_z$ changes sign, and the choice $v=+iu$ gives the same pair of equations.

In the barrier, differentiating the second equation and using the first gives $c''=\kappa^2c$, with

$$\kappa=\frac{1}{P}\sqrt{(E_c^b-E)(E-E_v^b)}. \tag{15}$$

On the left, the decaying solution is $c\propto e^{\kappa z}$. Hence $c'=\kappa c$, and the second part of (14) gives $u=P\kappa c/(E-E_v^b)$, or

$$\frac{u}{c}=r,\qquad r=\sqrt{\frac{E_c^b-E}{E-E_v^b}}. \tag{16}$$

On the right, $c\propto e^{-\kappa z}$ gives $u/c=-r$. Both $c$ and $u$ are continuous at an interface, because their derivatives in (14) remain finite. The ratios $\pm r$ are therefore boundary conditions for the film.

If the barrier's conduction edge rises without bound while its valence edge stays fixed, $r\to\infty$. At fixed normalisation this forces $c\to0$ and leaves $u$ free, which is (12). If instead both edges recede symmetrically, $E_c^b=W$ and $E_v^b=-W$ with $W\to\infty$, then $r\to1$. That wall is also impenetrable, but it does not make $c$ vanish.

The first limit also holds at in-plane momentum $\mathbf q$. On the left, $p_z$ acts as $-i\kappa$, where now $\kappa^2=q^2+(E_c^b-E)(E-E_v^b)/P^2$. The valence equation reads $(E-E_v^b)v=PMc$, with $M=-i\kappa\sigma_z+\boldsymbol\sigma\cdot\mathbf q$. Since $\sigma_z$ anticommutes with $\boldsymbol\sigma\cdot\mathbf q$, one has $M^2=-(\kappa^2-q^2)$, and therefore

$$c=-\frac{E-E_v^b}{P(\kappa^2-q^2)}\,M\,v. \tag{17}$$

The matrix $M$ grows in proportion to $\kappa$ and the denominator in proportion to $\kappa^2$. Thus $c$ again tends to zero at fixed $v$. On the right $\kappa$ changes sign in $M$, with the same conclusion.

### 1.6 Quantising the momentum

Write the conduction envelope as $c=e^{i\mathbf q\cdot\boldsymbol\rho}\chi(z)$, where $\boldsymbol\rho=(x,y)$ and $\chi$ is a two-component spinor. Equation (6) becomes

$$-\chi''=k_z^2\chi,\qquad k_z^2=\frac{E(E+E_g)}{P^2}-q^2,\qquad \chi(0)=\chi(L)=0. \tag{18}$$

First, $k_z^2$ must be positive. Multiply by $\chi^\dagger$ and integrate by parts. The boundary term vanishes, leaving

$$\int_0^L|\chi'|^2dz=k_z^2\int_0^L|\chi|^2dz. \tag{19}$$

The left side could vanish only for constant $\chi$, and the walls make that constant zero. By (2), $c=0$ at $E>0$ would also give $v=0$, so this is no state. Hence $k_z$ is real and may be taken positive.

The general solution is $\chi=A\sin(k_zz)+B\cos(k_zz)$, with constant spinors $A$ and $B$. The wall at $z=0$ gives $B=0$. The wall at $z=L$ gives $A\sin(k_zL)=0$ with $A\ne0$, so

$$k_n=\frac{n\pi}{L},\qquad n=1,2,3,\ldots \tag{20}$$

Each $n$ does give a state: choose $A$, define $v$ by (3), and (1) follows from (6). The two independent choices of $A$ give a twofold spin degeneracy.

In this sense momentum has been quantised. The standing wave is not an eigenstate of $p_z$, since its sine combines waves with normal momenta $+k_n$ and $-k_n$. What is fixed is their common magnitude. No mass and no energy enters (20), because neither appears in the condition $c=0$.

At $\mathbf q=0$, (3) gives the accompanying valence envelope

$$v=-\frac{iPk_n}{E+E_g}\,\sigma_zA\cos(k_nz). \tag{21}$$

It has its greatest magnitude at the walls, where the conduction envelope vanishes. A hard wall of this type therefore does not remove all probability density from the film surface.

### 1.7 A wall with different momenta

The result (20) belongs to the wall (12), as a comparison with the barriers of Section 1.5 shows. At $\mathbf q=0$ the lowest state is even about the film centre, with $c=\cos[k(z-L/2)]$. At $z=0$ this gives $c=\cos(kL/2)$ and $c'=k\sin(kL/2)$. Equation (14) with $E_v=-E_g$ gives $u=Pc'/(E+E_g)$, and matching to (16) requires

$$\frac{Pk}{E+E_g}\tan\frac{kL}{2}=r. \tag{22}$$

As $r\to\infty$, the tangent diverges and $kL/2\to\pi/2$, in agreement with (20). For $r=1$ the tangent is finite, and the lowest solution has $k<\pi/L$. Its momentum depends on the energy through the denominator, so momentum and energy must then be found together. "Infinitely high barrier" is thus an incomplete description of a two-band wall. It must also say what happens to the valence edge.

## 2. From the allowed momenta to the subbands

### 2.1 Symbols and results carried forward

The film has width $L$, gap $E_g$, band-edge mass $m$ and interband velocity $P$, with $m=E_g/(2P^2)$ and $\alpha=1/E_g$. Energies are measured from the conduction edge. The conduction envelope vanishes at the walls and the valence envelope is free there. The normal momentum is then $k_n=n\pi/L$ by (20), and the in-plane momentum is $q$. With $k^2=k_n^2+q^2$, the dispersion (9) becomes

$$E(1+\alpha E)=\varepsilon_n(q),\qquad
\varepsilon_n(q)=\frac{1}{2m}\left(\frac{n^2\pi^2}{L^2}+q^2\right). \tag{23}$$

Here $\varepsilon_n(q)$ is also the energy of a particle of constant mass $m$ in the same film. Its equation $-\psi''/(2m)+q^2\psi/(2m)=\varepsilon\psi$, with $\psi=0$ at the walls, has the same standing waves. The two models are therefore compared at equal momentum.

### 2.2 The subband energies

Equation (23) is the quadratic $\alpha E^2+E-\varepsilon_n=0$. Its roots are $[-1\pm\sqrt{1+4\alpha\varepsilon_n}]/(2\alpha)$. Since $\varepsilon_n>0$, the square root exceeds one, and the upper sign gives the positive, conduction-band root:

$$E_n(q)=\frac{\sqrt{1+4\alpha\varepsilon_n(q)}-1}{2\alpha}. \tag{24}$$

The two roots add up to $-1/\alpha=-E_g$. The rejected root is therefore $-E_g-E_n$, a level below the valence edge.

Let $s_n=\sqrt{1+4\alpha\varepsilon_n}$. Multiplying numerator and denominator of (24) by $s_n+1$, and using $s_n^2-1=4\alpha\varepsilon_n$, gives

$$E_n=\frac{2\varepsilon_n}{1+s_n}. \tag{25}$$

This form shows directly that $E_n\to\varepsilon_n$ when $\alpha\varepsilon_n\to0$.

For a hard wall at which the conduction envelope vanishes and the valence envelope is free, the film width alone fixes the allowed normal momenta, and the two-band dispersion turns them into the subband energies (24). It remains to compare these levels with the constant-mass ones, follow the motion along the film, work through a numerical example, and see how other walls and omitted terms change the result.
